# Capacitance of a Gently Rough Dielectric on an Inert Plane, part 2

A closed oxide film of uneven thickness $t(x,y)>0$ lies between a flat channel at $z=0$ and a gate that follows its upper surface at $z=t$. The question is how much its capacitance $C$ exceeds the value $C_0$ of a flat film of equal volume, area and permittivity; $\Delta C=C-C_0$. The oxide has uniform permittivity $\varepsilon=\varepsilon_r\varepsilon_0$ and no fixed charge. Until series layers are added, the electrodes are ideal conductors touching the oxide.

Angle brackets denote averages over the projected area $A$. The mean thickness is $t_0=\langle t\rangle$, the variance is $\sigma^2=\langle(t-t_0)^2\rangle$, and $s=\sigma/t_0$. The column model neglects sideways fields and treats the film as vertical capacitors in parallel:

$$
\frac CA=\varepsilon\left\langle\frac1t\right\rangle .
$$

For small deviations it gives the leading (variance) law

$$
\frac{\Delta C}{C_0}\simeq s^2=\frac{\sigma^2}{t_0^2}.
$$

For the ripple $t=t_0+a\cos kx$, with $b=a/t_0$, the full column result is

$$
\frac{\Delta C}{C_0}=\frac1{\sqrt{1-b^2}}-1 .
$$

The true potential $\phi$ satisfies $\nabla^2\phi=0$ in the oxide, with $\phi=0$ on the channel and $\phi=V$ on the gate. The surface is laterally periodic, so opposite side walls contribute nothing to the integrals. The stored energy is

$$
U=\frac\varepsilon2\int|\nabla\phi|^2\,d^3r=\frac12CV^2 .
$$

A trial potential $Vz/t$ has given an upper bound for a surface varying along $x$, with $t'=dt/dx$:

$$
\frac CA\le\varepsilon\left\langle\frac{1+t'^2/3}{t}\right\rangle .
$$

A lower bound is now sought.

The main example is the ripple with $t_0=10$ nm, $\sigma=1$ nm, $a=1.4142$ nm, $\varepsilon_r=16$ and a lateral period of 100 nm. Thus $k=2\pi/(100\ \text{nm})$, $kt_0=0.6283$ and the maximum slope is $ka=0.0889$. Its column gain is 1.0153 per cent, and $C_0/A=1.4167\ \mu\text{F/cm}^2$. The electrical thickness is $\varepsilon A/C$. Two comparison films, "9/11 nm" and "1/19 nm", have half their area at each thickness.

### A lower bound

Let $\mathbf D=-\varepsilon\nabla\phi$ be the true displacement and $\mathbf F$ any trial displacement with $\nabla\cdot\mathbf F=0$. A square cannot be negative:

$$
0\le\int\frac{|\mathbf F-\mathbf D|^2}{2\varepsilon}\,d^3r
=\int\frac{|\mathbf F|^2}{2\varepsilon}\,d^3r
+\int\mathbf F\cdot\nabla\phi\,d^3r+U .
$$

Because $\mathbf F$ has no divergence, $\mathbf F\cdot\nabla\phi=\nabla\cdot(\phi\mathbf F)$. The middle integral is therefore the outward flux of $\phi\mathbf F$. The channel contributes nothing, since $\phi=0$ there. On the gate $\phi=V$, and for positive $V$ the displacement points from the gate into the oxide. The outward flux of $\mathbf F$ is thus $-Q_F$, where $Q_F$ is the gate charge belonging to the trial field. Hence

$$
U\ge VQ_F-\int\frac{|\mathbf F|^2}{2\varepsilon}\,d^3r .
$$

Choose the column field, which points downwards with magnitude $\varepsilon V/t$. It does not depend on $z$ and has no lateral component, so its divergence is zero. Its charge is $Q_F=\varepsilon VA\langle1/t\rangle$. Its energy integral is

$$
\frac1{2\varepsilon}\int\frac{\varepsilon^2V^2}{t^2}\,t\,dA
=\frac{\varepsilon V^2A}{2}\left\langle\frac1t\right\rangle .
$$

Subtraction leaves $U\ge\tfrac12\varepsilon V^2A\langle1/t\rangle$, or

$$
\frac CA\ge\varepsilon\left\langle\frac1t\right\rangle .
$$

The column formula is thus a lower bound for this film with ideal electrodes. For the example the two bounds give gains of 1.0153 and 1.1475 per cent. A numerical solution of Laplace's equation gives 1.1440 per cent, which lies between them as required. That solution was a sum of harmonic functions fitted to the gate voltage. On a finer set of surface points than the one used in the fit, its largest error was $1.9\times10^{-15}$ of the applied voltage.

### The effect of the lateral period

The potential can be found for small amplitude without a trial function. With $\theta=kx$, write

$$
\frac\phi V=\alpha\frac z{t_0}+\beta\sinh(kz)\cos\theta+\dots
$$

Each term satisfies Laplace's equation and vanishes at $z=0$. The omitted terms contain $\cos2\theta$ and higher harmonics, with coefficients of second order or smaller in $a$. The average charge per area has magnitude $\varepsilon\langle\partial\phi/\partial z\rangle$ at $z=0$. The cosines average to zero, leaving $\varepsilon V\alpha/t_0$. Therefore $C/C_0=\alpha$.

On the gate, $z=t_0+a\cos\theta$ and $\phi/V=1$. Expansion of the hyperbolic sine about $t_0$ gives, to the order needed,

$$
1=\alpha+\alpha\frac a{t_0}\cos\theta
+\beta\cos\theta\left[\sinh(kt_0)+ka\cos\theta\cosh(kt_0)\right]+\dots
$$

At zeroth order $\alpha=1$. At first order the coefficient of $\cos\theta$ must vanish:

$$
\frac a{t_0}+\beta\sinh(kt_0)=0,\qquad
\beta=-\frac{a}{t_0\sinh(kt_0)}.
$$

There is no first-order constant term, so $\alpha-1$ begins at second order. The average of the boundary equation over $\theta$, with $\langle\cos^2\theta\rangle=1/2$, gives

$$
0=\alpha-1+\frac{\beta ka}{2}\cosh(kt_0).
$$

The second-harmonic term does not enter here, because its average at second order is zero. Inserting $\beta$ yields

$$
\frac{\Delta C}{C_0}=\frac{a^2k}{2t_0}\coth(kt_0)
=s^2\,kt_0\coth(kt_0),
$$

where the last step uses $a^2/2=s^2t_0^2$.

### Small slope is not enough

Let $y=kt_0$. For small $y$,

$$
y\coth y\simeq\frac{1+y^2/2}{1+y^2/6}\simeq1+\frac{y^2}{3}.
$$

The column law is recovered when $y\ll1$, that is, when the period divided by $2\pi$ is much longer than the thickness. The first correction relative to $s^2$ is $(kt_0)^2/3$. It does not contain the amplitude. Making the ripple lower reduces the slope, but it reduces the column gain and the lateral correction in the same proportion.

For the 100 nm period the factor $y\coth y$ is 1.1283, so the second-order gain is 1.1283 per cent. The Laplace solution is higher by 0.0157 percentage points. The higher-order terms of the column sum alone amount to 0.0153 points, so at this long period the two excesses are nearly equal. This does not carry over to short periods: at 20 nm and the same amplitude the Laplace gain lies about 0.05 points below the second-order value.

A shorter ripple shows the condition more sharply. With a period of 20 nm and an amplitude of 0.1 nm, the maximum slope is 0.0314. The Laplace gain is nevertheless 3.15 times $\sigma^2/t_0^2$. Here $kt_0=\pi$, and the derived factor $\pi\coth\pi$ is also 3.15.

For $y\gg1$ the hyperbolic cotangent tends to 1 and the gain tends to $k\sigma^2/t_0$, still under the condition $ka\ll1$. This equals the effect of moving a flat gate closer by $k\sigma^2$.

### Layers in series with the oxide

A channel in a real stack is not an ideal metal touching the oxide. Suppose first that each column has an additional constant series capacitance $C_s$ per area. Inverse capacitances add in series:

$$
\frac1{C_{\rm col}}=\frac t\varepsilon+\frac1{C_s}
=\frac{t+d}{\varepsilon},\qquad d=\frac{\varepsilon}{C_s}.
$$

The earlier derivation now applies to $t+d$. Its variance is still $\sigma^2$, while its mean is $t_0+d$. Relative to a flat stack with the same $d$, the leading column gain is

$$
\frac{\Delta C}{C_{\rm flat}}=\frac{\sigma^2}{(t_0+d)^2}.
$$

One contribution is a gap between the inert plane and the oxide. A vacuum-equivalent gap of 0.1 nm, a rough input, adds $16\times0.1=1.6$ nm of equivalent oxide.

The other contribution is the finite density of states of the channel. For a parabolic band in two dimensions the density of states per energy is constant, $D=gm/(2\pi\hbar^2)$, with spin-valley degeneracy $g$ and mass $m$. With the Fermi level at $\mu$ above the band edge, integration of the Fermi function gives the carrier density

$$
n=Dk_BT\ln\left(1+e^{\mu/k_BT}\right).
$$

The carrier density is not proportional to $\mu$, so from here on the capacitance of the stack means the differential one, $dQ/dV$ at the given gate voltage. For the oxide alone this equals $Q/V$. The channel capacitance per area is $C_q=q^2\,dn/d\mu$, where $q$ is the elementary charge. Differentiation gives

$$
\frac{dn}{d\mu}=D\frac{e^{\mu/k_BT}}{1+e^{\mu/k_BT}}
=D\left(1-\frac1{1+e^{\mu/k_BT}}\right)
=D\left(1-e^{-n/Dk_BT}\right).
$$

The bracket is the occupation of the band edge. It approaches 1 in the degenerate limit.

With 1 V across the flat oxide, the density is $n=C_0V/(qA)=8.84\times10^{12}\ \text{cm}^{-2}$. For $g=4$, a mass of 0.5 electron masses and 300 K, the bracket is 0.559, so the channel is partly degenerate. The result is $C_q=37.4\ \mu\text{F/cm}^2$, equivalent to $10\times1.4167/37.4=0.38$ nm of oxide.

Together $d=1.98$ nm. The flat stack has $1.183\ \mu\text{F/cm}^2$, and the leading gain is $(1/11.98)^2=0.70$ per cent.

The channel capacitance also changes from place to place, because thin columns hold more carriers. A self-consistent column calculation at the same gate voltage gives 0.73 per cent relative to the flat stack. The full cosine formula with fixed $d$ gives 0.704 per cent, so the density dependence accounts for the remaining 0.03 percentage points. These stack results omit sideways fields.

### Field and leakage at thin places

At 1 V the mean-thickness field is 1.00 MV/cm. The thinnest column, 8.59 nm, has 1.16 MV/cm in the column model. The Laplace solution, again with ideal electrodes, gives 1.16 MV/cm at the channel below this point and 1.18 MV/cm at the gate. The gate value is larger because the first-order field change at the thin point, $(V/t_0)\,ka\cosh(kz)/\sinh(kt_0)$, grows towards the gate. To first order in $a$ the gate lies at $z=t_0$, so the difference between gate and channel is $(V/t_0)\,ka\tanh(kt_0/2)=0.027$ MV/cm, which matches the Laplace difference to the digits shown. All these values are well below the rough breakdown input of 4 MV/cm.

Tunnelling responds to thickness much more strongly than capacitance does. For a barrier $B$ that falls linearly by $qV$ across the oxide, with $qV<B$ and tunnelling mass $m_t$, the semiclassical transmission is $e^{-\Gamma t}$, where

$$
\Gamma=\frac{2\sqrt{2m_t}}\hbar\int_0^1\sqrt{B-qVv}\,dv
=\frac{4\sqrt{2m_t}}{3\hbar qV}\left[B^{3/2}-(B-qV)^{3/2}\right].
$$

For $B=2$ eV, $m_t$ equal to 0.2 electron masses and 1 V, $\Gamma=5.59\ \text{nm}^{-1}$. Averaging $e^{-\Gamma(t-t_0)}$ over the ripple multiplies the transmission by about 390, although the capacitance changes by 1 per cent. This factor depends on the thin tail of the distribution, not on the variance alone. At the same $\sigma$ the 9/11 nm film gives $\cosh(\Gamma\sigma)\approx130$, while Gaussian heights taken literally give $e^{\Gamma^2\sigma^2/2}\approx6\times10^6$.

The current estimate is $qn\nu e^{-\Gamma t_0}$ times this factor. With a generous attempt rate $\nu=10^{15}\ \text{s}^{-1}$ it is about $3\times10^{-13}\ \text{A/cm}^2$. Direct tunnelling is therefore negligible for this ripple and these inputs. The estimate is exponentially sensitive to the inputs: with $B=1.5$ eV and $m_t$ equal to 0.1 electron masses, the same formula gives about $3\times10^{-4}\ \text{A/cm}^2$. Image-force lowering of the barrier is not included; for an image permittivity between 16 and 4 it raises the main estimate by a factor of about 2 to 12. Conduction through defects is not included either.

### Beside a real device

The parameters describe, in rough size, a high-permittivity oxide grown by atomic layer deposition on a layered-semiconductor channel. The 1 nm roughness is a round input, not a measured value, and the gain falls as its square. At 0.3 nm, with the same mean thickness, the leading gain would be $0.09/100=0.09$ per cent. Growth on an inert plane tends to start at scattered sites, and the resulting islands can leave pits or pinholes. If deep pits remain, the small-deviation assumption fails and the variance law falls short. The 1/19 nm film illustrates this but is not a model of a pitted device. With the fixed series length $d=1.98$ nm its column gain is 130 per cent against a leading value of 56 per cent (about 140 per cent when the channel capacitance follows the local density), its 1 nm part would carry 10 MV/cm at 1 V between ideal electrodes, above the breakdown input, and for pits not much wider than the film is thick the column sum is only a lower bound. In a closed film, a lateral period of 20 nm instead of 100 nm would raise the second-order gain from 1.13 to about 3.15 per cent at the same $\sigma$ and $t_0$. At $\sigma=1$ nm the slope $ka$ is about 0.44 and no longer small; the full Laplace gain is then about 3.1 per cent, slightly below the second-order figure. The single 100 nm period is a chosen input. For random roughness different Fourier components do not mix in the area average at second order, so the factor is the average of $y\coth y$ over the height spectrum, with $k$ the magnitude of the in-plane wave vector. With a height correlation $e^{-r^2/\xi^2}$ and $t_0=10$ nm this average is about 2.0 for $\xi=10$ nm and falls to the 1.13 of the example only near $\xi=30$ nm. These figures belong to the Gaussian form. For a correlation $e^{-r/\xi}$ the average keeps growing as shorter waves are admitted: at $\xi=10$ nm it is about 3.1, 4.1 and 5.3 for shortest wavelengths of 3, 1 and 0.3 nm, and at $\sigma=1$ nm the slopes are then no longer small. The interface gap and the channel act in the opposite direction, lowering the column gain to 0.73 per cent at the carrier density used above. Most of this reduction comes from the gap, which alone gives 0.75 per cent. At a density of $10^{11}\ \text{cm}^{-2}$, where the channel capacitance is small, the gain falls to about 0.25 per cent. These are column figures. With sideways fields and the fixed $d=1.98$ nm the gain falls from 1.14 to 0.83 per cent at the 100 nm period, but only from 3.1 to 2.6 per cent at 20 nm. Variations of permittivity within the oxide are not estimated.

Roughness is a poor way to gain capacitance under these conditions. In the column model with ideal electrodes, 1 per cent more charge comes with a 16 per cent higher field in the thinnest column. With the gap and the channel in series, still in the column model, the figures are about 0.7 and 13 per cent. For a 20 nm period at the same amplitude and ideal electrodes, about 3 per cent more charge comes with a gate field at the thin point nearly 50 per cent higher. The numerical output below lists the inputs and the values for the main example.

## Calculated quantities

```
Mean thickness: 10.0 nm
RMS roughness: 1.0 nm
Lateral period: 100.0 nm
Cosine amplitude: 1.4142 nm
Relative permittivity: 16.0
Flat capacitance: 1.4167 uF/cm2
Leading increase: 1.0000 %
Leading rough capacitance: 1.4308 uF/cm2
Two-column 9/11 nm increase: 1.0101 %
Full cosine column increase: 1.0153 %
Column electrical thickness: 9.8995 nm
Uneven 1/19 nm, leading law: 81.0 %
Uneven 1/19 nm, column sum: 426.3 %
Example k*t0: 0.6283
Maximum surface slope: 0.0889
Lateral-field factor: 1.1283
Second-order lateral increase: 1.1283 %
Laplace increase: 1.1440 %
Variational upper increase: 1.1475 %
Largest boundary error: 1.9e-15 of applied voltage
Short-ripple period: 20.0 nm
Short-ripple amplitude: 0.1 nm
Short-ripple maximum slope: 0.0314
Short-ripple Laplace/leading: 3.1531
Dielectric voltage: 1.0 V
Thinnest column: 8.5858 nm
Mean-thickness field: 1.0000 MV/cm
Thinnest-column field: 1.1647 MV/cm
Laplace thin-point lower field: 1.1559 MV/cm
Laplace thin-point gate field: 1.1829 MV/cm
Rough breakdown-field input: 4.0 MV/cm
Tunnel barrier input: 2.0 eV
Tunnel mass input: 0.2 electron masses
Attempt-rate input: 1.0e+15 1/s
Tunnel exponent per length: 5.5856 1/nm
Roughness tunnelling factor: 389.1
Tunnelling current estimate: 3.04e-13 A/cm2
Temperature: 300.0 K
Channel mass input: 0.5 electron masses
Spin-valley degeneracy: 4
Carrier density: 8.842e+12 1/cm2
Band-edge occupation: 0.5590
Channel capacitance: 37.4148 uF/cm2
Vacuum-equivalent gap input: 0.1 nm
Gap dielectric equivalent: 1.6000 nm
Channel dielectric equivalent: 0.3786 nm
Flat-stack capacitance: 1.1827 uF/cm2
Fixed-offset leading increase: 0.6969 %
Self-consistent stack increase: 0.7330 %
```
